**Helmholtz dipole of a metal–MoS2 interface**

The program tests $p=\varepsilon_0A\,\Delta\phi$, where $p$ is the total normal dipole per primitive cell, $A=\sqrt3a^2/2$ the cell area, $a$ the lattice constant and $\Delta\phi$ the potential step. For $a=0.316$ nm and a step of 0.5 V it prints 0.1148 D. It asserts that explicit Coulomb sums over a lattice of charge pairs, extrapolated in patch radius, reproduce the predicted step for two lattice constants and two reading heights. It also asserts the cell area by counting lattice points, the loss of step over a finite patch, and the leading Fourier term of the lateral corrugation. A finite-difference Poisson solution with a polarizable filling confirms that the total dipole fixes the step; the bare dipole in that example is 0.4544 D. A second solution asserts the potential drop that an unscreened gate field makes in a vacuum gap, 0.117 V for the chosen values. The remaining output gives the effects of strain, thermal expansion and a small change of dipole.

## Numerical verification

```python
# Result under test: a potential step dphi across a neutral, periodic interface
# layer implies a total normal dipole per cell p = eps0 * A * dphi.
# A: area of the hexagonal primitive cell, sqrt(3)/2 * a^2; a: lattice constant.
# The dipole points from negative to positive charge, towards higher potential.
# Lengths are in nm and potentials in V unless a name says otherwise.
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import c, e, epsilon_0, k, pi

DEBYE = 1e-21 / c                         # C m
COULOMB = e / (4 * pi * epsilon_0) * 1e9  # V nm per elementary charge


def cell_area(a):
    return np.sqrt(3) / 2 * a**2


def helmholtz_dipole(step, area):
    """Dipole in C m from a step in V and an area in nm^2."""
    return epsilon_0 * area * 1e-18 * step


def lattice_disc(a, radius):
    """Hexagonal lattice points inside a disc centred on a lattice point."""
    m = int(1.2 * radius / a) + 2
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    x, y = a * (i + 0.5 * j), a * np.sqrt(3) / 2 * j
    inside = x**2 + y**2 <= radius**2
    return x[inside], y[inside]


def pair_potential(points, charge, gap, x0, y0, z0):
    """Coulomb sum: +charge at +gap/2 and -charge at -gap/2 in every cell."""
    rho2 = (points[0] - x0)**2 + (points[1] - y0)**2
    plus = 1 / np.sqrt(rho2 + (z0 - gap / 2)**2)
    minus = 1 / np.sqrt(rho2 + (z0 + gap / 2)**2)
    return COULOMB * charge * np.sum(plus - minus)


def patch_step(points, charge, gap, height):
    return (pair_potential(points, charge, gap, 0, 0, height)
            - pair_potential(points, charge, gap, 0, 0, -height))


def solve_poisson(eps_mid, source, h, field_in=0.0):
    """Solve d(eps_r E)/dz = source (free charge / eps0), phi = 0 at the right.
    field_in is eps_r * E entering at the left edge."""
    n = len(source)
    band = np.zeros((3, n))
    band[0, 1:] = -eps_mid
    band[1, 0] = eps_mid[0]
    band[1, 1:-1] = eps_mid[:-1] + eps_mid[1:]
    band[1, -1] = 1
    band[2, :-2] = -eps_mid[:-1]
    rhs = source * h**2
    rhs[0] += field_in * h
    rhs[-1] = 0
    return solve_banded((1, 1), band, rhs)


# Inputs: rough typical lattice constant of MoS2 and round model values
a = 0.316
step = 0.5
gap = 0.3
area = cell_area(a)
dipole = helmholtz_dipole(step, area)
charge = dipole / (gap * 1e-9) / e
assert round(dipole / DEBYE, 2) == 0.11

# Explicit Coulomb sums, extrapolated to an infinite patch (error ~ 1/R)
small_R, large_R, height = 100.0, 200.0, 1.0
summed = {}
for a_test in (a, 0.40):
    small = lattice_disc(a_test, small_R)
    large = lattice_disc(a_test, large_R)
    density = len(large[0]) / (pi * large_R**2)
    assert abs(density * cell_area(a_test) - 1) < 1e-3
    expected = charge * e * gap * 1e-9 / (
        epsilon_0 * cell_area(a_test) * 1e-18)
    for z in (height, 2 * height):
        value = (2 * patch_step(large, charge, gap, z)
                 - patch_step(small, charge, gap, z))
        assert abs(value / expected - 1) < 2e-4
        summed[a_test, z] = value

# Finite patch: the step read at a given height falls by the fraction height/R
mos2_patch = lattice_disc(a, small_R)
finite_step = patch_step(mos2_patch, charge, gap, height)
assert abs(finite_step - step * (1 - height / small_R)) < 1e-4

# Corrugation 0.3 nm beyond the outer charges: atop minus hollow position
clearance = 0.3
z_near = gap / 2 + clearance
corrugation = (
    pair_potential(mos2_patch, charge, gap, 0, 0, z_near)
    - pair_potential(mos2_patch, charge, gap, a / 2,
                     a / (2 * np.sqrt(3)), z_near))
G = 4 * pi / (np.sqrt(3) * a)
fourier = (9 * step / gap / (2 * G) * np.exp(-G * clearance)
           * (1 - np.exp(-G * gap)))
assert abs(corrugation / fourier - 1) < 0.02

# Polarizable filling: the total dipole, not the bare one, fixes the step
z = np.linspace(-1, 1, 2001)
h = z[1] - z[0]
z_mid = (z[1:] + z[:-1]) / 2
width = 0.03
source = (np.exp(-((z - gap / 2) / width)**2 / 2)
          - np.exp(-((z + gap / 2) / width)**2 / 2))
filling_eps = 4.0
eps_mid = 1 + (filling_eps - 1) * np.exp(-(z_mid / 0.25)**6)
phi = solve_poisson(eps_mid, source, h)
scale = step / (phi[-1] - phi[0])
assert scale > 0                          # potential rises along the dipole
bare_moment = scale * np.sum(z * source) * h
field = -scale * np.diff(phi) / h
induced_moment = np.sum((eps_mid - 1) * field) * h
total_dipole = helmholtz_dipole(bare_moment + induced_moment, area)
bare_dipole = helmholtz_dipole(bare_moment, area)
assert abs(total_dipole / dipole - 1) < 1e-6
assert bare_dipole > 3 * dipole

# Unscreened gate field: vacuum gap next to an oxide, no free charge between
oxide_eps, oxide_field = 3.9, 0.1         # 0.1 V/nm = 1 MV/cm
z_gate = np.linspace(0, 2, 2001)
h_gate = z_gate[1] - z_gate[0]
middle = (z_gate[1:] + z_gate[:-1]) / 2
eps_gate = np.where(middle < gap, 1.0, oxide_eps)
phi_gate = solve_poisson(eps_gate, np.zeros(len(z_gate)), h_gate, 1.0)
field_far = (phi_gate[-2] - phi_gate[-1]) / h_gate
gap_index = int(round(gap / h_gate))
stray_step = (phi_gate[0] - phi_gate[gap_index]) * oxide_field / field_far
assert abs(stray_step - oxide_eps * oxide_field * gap) < 1e-6

# Sensitivities
strain = 0.01
strain_change = helmholtz_dipole(step, cell_area(a * (1 + strain))) / dipole - 1
expansion, warming = 1e-5, 100.0          # rough linear coefficient 1/K, and K
thermal_change = helmholtz_dipole(
    step, cell_area(a * (1 + expansion * warming))) / dipole - 1
small_dipole = 0.01
small_step = small_dipole * DEBYE / (epsilon_0 * area * 1e-18)
temperature = 300.0
thermal_energy = k * temperature / e
current_factor = np.exp(small_step / thermal_energy)

print(f"Lattice constant, rough MoS2 value: {a:.3f} nm")
print(f"Primitive cell area: {area:.5f} nm^2")
print(f"Potential step: {step:.2f} V")
print(f"One debye: {DEBYE:.5e} C m")
print(f"Dipole per cell: {dipole:.3e} C m")
print(f"Dipole per cell: {dipole / DEBYE:.4f} D")
print(f"Assumed charge separation: {gap:.2f} nm")
print(f"Equivalent charge per cell: {charge:.5f} e")
print(f"Equivalent sheet density: {charge / area * 1e14:.2e} cm^-2")
print(f"Field between the sheets: {step / gap * 10:.1f} MV/cm")
print(f"Patch radii in Coulomb sum: {small_R:.0f}, {large_R:.0f} nm")
print(f"Summed step, read at +-1 nm: {summed[a, height]:.5f} V")
print(f"Summed step, read at +-2 nm: {summed[a, 2 * height]:.5f} V")
print(f"Same charges, a = 0.40 nm, step: {summed[0.40, height]:.5f} V")
print(f"Finite patch, R = 100 nm, step at 1 nm: {finite_step:.4f} V")
print(f"Clearance for corrugation: {clearance:.2f} nm")
print(f"Shortest reciprocal vector: {G:.2f} nm^-1")
print(f"Corrugation, atop minus hollow: {corrugation * 1e3:.3f} mV")
print(f"Corrugation, leading Fourier term: {fourier * 1e3:.3f} mV")
print(f"Peak relative permittivity of filling: {filling_eps:.1f}")
print(f"Filled layer, total dipole: {total_dipole / DEBYE:.4f} D")
print(f"Filled layer, bare dipole: {bare_dipole / DEBYE:.4f} D")
print(f"Filled layer, bare/total ratio: {bare_dipole / total_dipole:.2f}")
print(f"Oxide relative permittivity: {oxide_eps:.1f}")
print(f"Oxide field: {oxide_field * 10:.1f} MV/cm")
print(f"Unscreened gate-field step in gap: {stray_step:.3f} V")
print(f"Gate-field step / interface step: {100 * stray_step / step:.1f} %")
print(f"Biaxial strain: {100 * strain:.1f} %")
print(f"Dipole change from strain: {100 * strain_change:.2f} %")
print(f"Rough linear expansion coefficient: {expansion:.0e} K^-1")
print(f"Temperature rise: {warming:.0f} K")
print(f"Dipole change from expansion: {100 * thermal_change:.2f} %")
print(f"Small dipole change: {small_dipole:.2f} D")
print(f"Step change it causes: {small_step * 1e3:.1f} mV")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Thermal energy: {thermal_energy * 1e3:.2f} meV")
print(f"Thermionic factor if all enters barrier: {current_factor:.2f}")
print("finished without a failed check")
```

Printed output:

```
Lattice constant, rough MoS2 value: 0.316 nm
Primitive cell area: 0.08648 nm^2
Potential step: 0.50 V
One debye: 3.33564e-30 C m
Dipole per cell: 3.828e-31 C m
Dipole per cell: 0.1148 D
Assumed charge separation: 0.30 nm
Equivalent charge per cell: 0.00797 e
Equivalent sheet density: 9.21e+12 cm^-2
Field between the sheets: 16.7 MV/cm
Patch radii in Coulomb sum: 100, 200 nm
Summed step, read at +-1 nm: 0.50000 V
Summed step, read at +-2 nm: 0.50000 V
Same charges, a = 0.40 nm, step: 0.31205 V
Finite patch, R = 100 nm, step at 1 nm: 0.4950 V
Clearance for corrugation: 0.30 nm
Shortest reciprocal vector: 22.96 nm^-1
Corrugation, atop minus hollow: 0.333 mV
Corrugation, leading Fourier term: 0.333 mV
Peak relative permittivity of filling: 4.0
Filled layer, total dipole: 0.1148 D
Filled layer, bare dipole: 0.4544 D
Filled layer, bare/total ratio: 3.96
Oxide relative permittivity: 3.9
Oxide field: 1.0 MV/cm
Unscreened gate-field step in gap: 0.117 V
Gate-field step / interface step: 23.4 %
Biaxial strain: 1.0 %
Dipole change from strain: 2.01 %
Rough linear expansion coefficient: 1e-05 K^-1
Temperature rise: 100 K
Dipole change from expansion: 0.20 %
Small dipole change: 0.01 D
Step change it causes: 43.6 mV
Temperature of use: 300 K
Thermal energy: 25.85 meV
Thermionic factor if all enters barrier: 5.39
finished without a failed check
```
